# Poisson summation on a three-dimensional Bravais lattice: a program that tests the result

```python
"""Poisson summation on a three-dimensional Bravais lattice.

Result under test:
    sum_R f(r+R) = (1/Omega) sum_G fhat(G) exp(i G.r),
    fhat(k) = integral over all space of f(r) exp(-i k.r).
R: lattice vectors, G: reciprocal vectors, Omega: cell volume.
f is continuous and decays faster than 1/r^3; sum_G |fhat(G)| is finite.
Lengths are in bohr, wave vectors in 1/bohr.
Two test functions:
    density n(r) = alpha^3 exp(-alpha r)/(8 pi), one electron per site;
    smooth function g(r) = (1 + p.r) exp(-beta r^2), not even in r.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import comb

cell = np.array([[5.0, 0.0, 0.0], [1.0, 4.0, 0.0], [0.5, 1.0, 4.5]])
recip = 2 * np.pi * np.linalg.inv(cell).T
omega = abs(np.linalg.det(cell))
alpha, beta = 1.0, 0.5
p = np.array([0.3, -0.2, 0.5])
frac = np.array([0.3, 0.2, 0.4])
r_general = frac @ cell


def points_in_sphere(vectors, dual, radius):
    """All integer combinations of the rows of vectors within radius."""
    top = np.floor(radius * np.linalg.norm(dual, axis=1) / (2 * np.pi))
    axes = [np.arange(-int(t), int(t) + 1) for t in top]
    idx = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    pts = idx @ vectors
    return pts[np.einsum("ij,ij->i", pts, pts) <= radius**2]


def density(x):
    r = np.linalg.norm(x, axis=-1)
    return alpha**3 * np.exp(-alpha * r) / (8 * np.pi)


def density_hat(k2):
    return alpha**4 / (alpha**2 + k2)**2


def smooth(x):
    return (1 + x @ p) * np.exp(-beta * np.sum(x * x, axis=-1))


def smooth_hat(k):
    k2 = np.sum(k * k, axis=-1)
    return ((np.pi / beta)**1.5 * (1 - 1j * (k @ p) / (2 * beta))
            * np.exp(-k2 / (4 * beta)))


print("Lattice vectors a1, a2, a3 (bohr):", cell.tolist())
print(f"Cell volume Omega = {omega:.4f} bohr^3")
print(f"alpha = {alpha:.2f} 1/bohr, beta = {beta:.2f} 1/bohr^2")
print("p (1/bohr):", p.tolist())
print("General point, fractional coordinates:", frac.tolist())
print("General point, Cartesian (bohr):", np.round(r_general, 4).tolist())

# --- Convergence of lattice sums of inverse powers ---
s = 4
radial = quad(lambda r: r**2 / (1 + r)**s, 0, np.inf)[0]
assert abs(radial - 2 / ((s - 1) * (s - 2) * (s - 3))) < 1e-8
dist = np.linalg.norm(points_in_sphere(cell, recip, 80.0), axis=1)
d = np.linalg.norm(cell, axis=1).sum()
bound = 8 * np.pi * (1 + d)**s / (omega * (s - 1) * (s - 2) * (s - 3))
partial = np.sum((1 + dist)**(-s))
assert partial + 4 * np.pi / (omega * 80.0) < bound
print(f"d = |a1|+|a2|+|a3| = {d:.4f} bohr")
print(f"Sum of (1+R)^-4, R <= 80 bohr: {partial:.4f} (R in bohr)")
print(f"Upper bound on the full sum: {bound:.1f}")
log_step = 4 * np.pi * np.log(2) / omega
print(f"Predicted R^-3 sum per doubling: {log_step:.5f} bohr^-3")
for low in (20.0, 40.0):
    shell = dist[(dist > low) & (dist <= 2 * low)]
    cubic, quartic = np.sum(shell**-3), np.sum(shell**-4)
    # Finite shells fluctuate because lattice points are discrete.
    assert abs(cubic / log_step - 1) < 0.03
    assert abs(quartic / (2 * np.pi / (omega * low)) - 1) < 0.03
    print(f"Shell {low:.0f}-{2*low:.0f} bohr: sum R^-3 = {cubic:.5f} bohr^-3,"
          f" sum R^-4 = {quartic:.3e} bohr^-4")

# --- Positive kernel used for uniqueness of Fourier coefficients ---
eta = 0.1
for n in (50, 200):
    def power(x):
        return np.cos(np.pi * x)**(2 * n)
    inner = 2 * quad(power, 0, eta, epsabs=1e-14)[0]
    outer = 2 * quad(power, eta, 0.5, epsabs=1e-16)[0]
    mean = inner + outer
    assert abs(mean - comb(2 * n, n, exact=True) / 4**n) < 1e-11
    assert mean >= 1 / (2 * n + 1)
    limit = (2 * n + 1) * np.cos(np.pi * eta)**(2 * n)
    assert outer / mean <= limit
    print(f"Kernel n = {n}: mass at |x| > {eta} is {outer/mean:.2e},"
          f" bound {limit:.2e}")

# --- Cell coefficients of the periodic sum, by Gauss quadrature ---
x, w = np.polynomial.legendre.leggauss(24)
x, w = (x + 1) / 2, w / 2
grid = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
pos = grid @ cell
R_near = points_in_sphere(cell, recip, 20.0)
periodic = np.zeros(len(pos))
for R in R_near:
    periodic += smooth(pos + R)
for m in ([0, 0, 0], [1, 0, 0], [0, -1, 1], [1, 1, -1]):
    G = np.array(m) @ recip
    coeff = np.sum(weight * periodic * np.exp(-1j * pos @ G))
    formula = smooth_hat(G) / omega
    assert abs(coeff - formula) < 1e-9
    print(f"g, G index {m}: cell coefficient {coeff.real:+.8f}"
          f" {coeff.imag:+.8f}i, formula {formula.real:+.8f}"
          f" {formula.imag:+.8f}i")

# --- Both sides for the smooth function ---
G_near = points_in_sphere(recip, cell, 10.0)
for name, r in (("site", np.zeros(3)), ("general point", r_general)):
    left = np.sum(smooth(r + R_near))
    right = np.sum(smooth_hat(G_near) * np.exp(1j * G_near @ r)) / omega
    assert abs(left - right) < 1e-12
    print(f"g at {name}: R sum {left:.12f}, G sum {right.real:.12f}")

# --- Transform of the exponential density, by radial quadrature ---
for k in (0.5, 2.0, 5.0):
    value = quad(lambda r: 4 * np.pi * r * np.sin(k * r) / k
                 * alpha**3 * np.exp(-alpha * r) / (8 * np.pi),
                 0, 50, limit=500, epsabs=1e-12)[0]
    assert abs(value - density_hat(k * k)) < 1e-9
    print(f"Density transform at k = {k} 1/bohr: quadrature {value:.8f},"
          f" formula {density_hat(k*k):.8f}")

# --- Both sides for the exponential density ---
R_far = points_in_sphere(cell, recip, 50.0)
exact_site = np.sum(density(R_far))
exact_general = np.sum(density(r_general + R_far))
own = density(np.zeros(3))
print(f"Density of one site at its centre: {own:.8f} bohr^-3")
print(f"R sum at a site: {exact_site:.8f} bohr^-3")
print(f"R sum at general point: {exact_general:.8f} bohr^-3")
print(f"Cell average (G = 0 term): {density_hat(0.0)/omega:.8f} bohr^-3")
G_all = points_in_sphere(recip, cell, 80.0)
G2 = np.sum(G_all**2, axis=1)
terms = density_hat(G2) / omega
waves = terms * np.cos(G_all @ r_general)
print("Density G sums (bohr^-3), Gmax in 1/bohr:")
for gmax in (10.0, 20.0, 40.0, 80.0):
    keep = G2 <= gmax**2
    at_site, at_general = terms[keep].sum(), waves[keep].sum()
    missing = exact_site - at_site
    tail = alpha**4 / (2 * np.pi**2 * gmax)
    # The tail law is the leading term for large Gmax.
    assert abs(missing / tail - 1) < 0.03
    print(f"Gmax {gmax:.0f}: {keep.sum()} vectors, site {at_site:.8f},"
          f" missing {missing:.3e}, tail law {tail:.3e}")
    print(f"   general point {at_general:.8f},"
          f" error {at_general - exact_general:+.1e}")
# A sharp cutoff leaves a small oscillating remainder at a general point.
assert abs(at_general - exact_general) < 5e-6
assert abs(at_general - exact_general) < 0.05 * missing

print("checks complete")
```

It prints:

```
Lattice vectors a1, a2, a3 (bohr): [[5.0, 0.0, 0.0], [1.0, 4.0, 0.0], [0.5, 1.0, 4.5]]
Cell volume Omega = 90.0000 bohr^3
alpha = 1.00 1/bohr, beta = 0.50 1/bohr^2
p (1/bohr): [0.3, -0.2, 0.5]
General point, fractional coordinates: [0.3, 0.2, 0.4]
General point, Cartesian (bohr): [1.9, 1.2, 1.8]
d = |a1|+|a2|+|a3| = 13.7599 bohr
Sum of (1+R)^-4, R <= 80 bohr: 1.0238 (R in bohr)
Upper bound on the full sum: 2208.9
Predicted R^-3 sum per doubling: 0.09678 bohr^-3
Shell 20-40 bohr: sum R^-3 = 0.09752 bohr^-3, sum R^-4 = 3.530e-03 bohr^-4
Shell 40-80 bohr: sum R^-3 = 0.09680 bohr^-3, sum R^-4 = 1.746e-03 bohr^-4
Kernel n = 50: mass at |x| > 0.1 is 1.49e-03, bound 6.68e-01
Kernel n = 200: mass at |x| > 0.1 is 2.30e-10, bound 7.69e-07
g, G index [0, 0, 0]: cell coefficient +0.17499567 +0.00000000i, formula +0.17499567 +0.00000000i
g, G index [1, 0, 0]: cell coefficient +0.07544530 -0.03054904i, formula +0.07544530 -0.03054904i
g, G index [0, -1, 1]: cell coefficient +0.01111142 -0.01318730i, formula +0.01111142 -0.01318730i
g, G index [1, 1, -1]: cell coefficient +0.00694661 +0.00543161i, formula +0.00694661 +0.00543161i
g at site: R sum 1.000458293608, G sum 1.000458293608
g at general point: R sum 0.043296931417, G sum 0.043296931417
Density transform at k = 0.5 1/bohr: quadrature 0.64000000, formula 0.64000000
Density transform at k = 2.0 1/bohr: quadrature 0.04000000, formula 0.04000000
Density transform at k = 5.0 1/bohr: quadrature 0.00147929, formula 0.00147929
Density of one site at its centre: 0.03978874 bohr^-3
R sum at a site: 0.04361384 bohr^-3
R sum at general point: 0.00836537 bohr^-3
Cell average (G = 0 term): 0.01111111 bohr^-3
Density G sums (bohr^-3), Gmax in 1/bohr:
Gmax 10: 1523 vectors, site 0.03858472, missing 5.029e-03, tail law 5.066e-03
   general point 0.00836676, error +1.4e-06
Gmax 20: 12141 vectors, site 0.04108381, missing 2.530e-03, tail law 2.533e-03
   general point 0.00836369, error -1.7e-06
Gmax 40: 97227 vectors, site 0.04234767, missing 1.266e-03, tail law 1.267e-03
   general point 0.00836550, error +1.3e-07
Gmax 80: 778123 vectors, site 0.04298064, missing 6.332e-04, tail law 6.333e-04
   general point 0.00836538, error +1.6e-08
checks complete
```
